\section*{Why a half-shifted mesh can split degenerate levels in hexagonal crystals}

\section{One point is enough to see it}

Take one hexagonal layer with lattice vectors $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(-\tfrac12,\tfrac{\sqrt3}{2})$. Each site carries a pair of orbitals, $d_{xz}$ and $d_{yz}$, which rotate into each other like $x$ and $y$. An orbital pointing along a bond hops with amplitude $V_\parallel$, and one pointing across it with $V_\perp$. For a bond along the unit vector $\mathbf u$ at angle $\varphi$ to the $x$ axis, the hopping block is $V_\parallel\mathbf u\mathbf u^T+V_\perp(1-\mathbf u\mathbf u^T)$. Define
\begin{equation}
\tau(\varphi)=\begin{pmatrix}\cos2\varphi&\sin2\varphi\\ \sin2\varphi&-\cos2\varphi\end{pmatrix},
\qquad \mathbf u\mathbf u^T=\tfrac12\left[1+\tau(\varphi)\right].
\end{equation}
The block becomes $v+w\,\tau(\varphi)$, with $v=(V_\parallel+V_\perp)/2$ and $w=(V_\parallel-V_\perp)/2$. The six neighbours form three opposite pairs, along $\mathbf a_1$ ($0^\circ$), $\mathbf a_1+\mathbf a_2$ ($60^\circ$) and $\mathbf a_2$ ($120^\circ$), so
\begin{equation}
H(\mathbf k)=\sum_{\varphi=0^\circ,60^\circ,120^\circ}2\cos(\mathbf k\cdot\mathbf R_\varphi)\,[v+w\,\tau(\varphi)].
\label{eq:H}
\end{equation}

Write $\mathbf k=x_1\mathbf b_1+x_2\mathbf b_2$ with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, and sample the zone with a single point. At $\Gamma$ all cosines are $1$. Since $\tau(0^\circ)+\tau(60^\circ)+\tau(120^\circ)=0$, this gives $H=6v$ times the unit matrix: a degenerate doublet. Now shift the one-point mesh by half a step, to $(x_1,x_2)=(\tfrac12,\tfrac12)$. The cosines for $\mathbf a_1$, $\mathbf a_1+\mathbf a_2$ and $\mathbf a_2$ are $-1,+1,-1$, and
\begin{equation}
H=-2v+2w\left[\tau(60^\circ)-\tau(0^\circ)-\tau(120^\circ)\right]=-2v+4w\,\tau(60^\circ).
\label{eq:M}
\end{equation}
With $V_\parallel=0.5$ eV and $V_\perp=-0.1$ eV, $v=0.2$ eV and $w=0.3$ eV, so the levels are $-0.4\pm1.2$ eV. The point is one of the three equivalent $M$ points at the middles of the zone edges. Each prefers its own direction. The shifted mesh has picked one and dropped the other two.

\section{The belief and its appeal}

The belief is that an even mesh shifted by half a step along all three axes is a harmless way to get more accuracy per point. Much speaks for it. The Monkhorst--Pack coordinates
\begin{equation}
u_r=\frac{2r-N-1}{2N},\qquad r=1,\dots,N,
\end{equation}
equal $\left(r-\tfrac{N+1}{2}\right)/N$. They are whole multiples of $1/N$ for odd $N$ and lie half a step off for even $N$, so the shift comes with the recipe. In a simple cubic crystal it does no harm to the rotations: a quarter turn maps $(\tfrac12,\tfrac12)$ to $(-\tfrac12,\tfrac12)$, which is the same shift modulo one step. Any mesh also converges to the same integral. What fails in a hexagonal crystal is the symmetry at finite $N$.

\section{Which shifts survive a rotation}

Consider the mesh $x_i=(n_i+s_i)/N$ with integer $n_i$ and equal $N$ along both in-plane axes. Let $R$ be a rotation by $60^\circ$. The new coordinates are $x_i'=(R\mathbf k)\cdot\mathbf a_i/2\pi=\mathbf k\cdot(R^{-1}\mathbf a_i)/2\pi$. Since $R^{-1}\mathbf a_1=-\mathbf a_2$ and $R^{-1}\mathbf a_2=\mathbf a_1+\mathbf a_2$,
\begin{equation}
(x_1,x_2)\;\to\;(-x_2,\;x_1+x_2).
\end{equation}
This integer map has an integer inverse, so it permutes the integer pairs $(n_1,n_2)$. The mesh is therefore invariant if and only if the shift returns to itself modulo integers. That requires $-s_2\equiv s_1$ and $s_1+s_2\equiv s_2$. The second condition gives $s_1\equiv0$, and the first then gives $s_2\equiv0$.

For a $120^\circ$ rotation, apply the map twice: $(x_1,x_2)\to(-x_1-x_2,\,x_1)$. Invariance needs $s_2\equiv s_1$ and $3s_1\equiv0$, so the shifts $0$, $(\tfrac13,\tfrac13)$ and $(\tfrac23,\tfrac23)$ survive. The half shift does not. Successive $60^\circ$ turns take it through the following cycle, and a $120^\circ$ turn advances it by two steps:
\begin{equation}
(\tfrac12,\tfrac12)\to(\tfrac12,0)\to(0,\tfrac12)\to(\tfrac12,\tfrac12).
\end{equation}

The parity of $N$ never entered. Even $N$ matters because the recipe then inserts the shift, but a half shift imposed on an odd mesh fails equally. The third coordinate is untouched by rotations about the axis, and in-plane twofold axes change $s_3=\tfrac12$ into $-\tfrac12\equiv\tfrac12$. The axial shift is therefore harmless. For an $8\times8\times4$ mesh shifted along all three axes, a $60^\circ$ turn puts none of the 256 points back on the mesh.

\section{What the broken mesh does to a density}

Add hopping $V_c$ along the axis, which contributes $2V_c\cos(k_zc)$ times the unit matrix. The on-site density matrix per spin is the mesh average $\rho=\langle f(H(\mathbf k))\rangle$, where $f$ is the Fermi function. Rotating $\mathbf k$ permutes the bonds, so $H(R\mathbf k)=DH(\mathbf k)D^T$, with $D$ the $2\times2$ rotation by the same angle; $f(H)$ follows the same rule. On an invariant mesh, $\rho=D\rho D^T$.

Because $H$ is real and symmetric, $\rho$ is too, and its traceless part can be written $\tfrac{\delta}{2}\tau(\theta)$, where $|\delta|$ is the difference of the eigenvalues. Rotation turns $\tau(\theta)$ into $\tau(\theta+60^\circ)$ or $\tau(\theta+120^\circ)$. Neither equals $\tau(\theta)$, so $\delta=0$. The half-shifted mesh offers no such protection. It does keep the mirror that exchanges $\mathbf a_1$ and $\mathbf a_2$, which fixes the axis at $\theta=60^\circ$ and leaves $\delta$ free, with either sign.

The size of $\delta$ follows from the Fourier series $f(H(\mathbf k))=\sum_{\mathbf R}\rho_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$, where $\rho_{\mathbf R}$ is the density matrix between sites separated by $\mathbf R$. Keep the axial sampling fixed and let $\mathbf R=m_1\mathbf a_1+m_2\mathbf a_2$. Summing $e^{2\pi i(n_1m_1+n_2m_2)/N}$ over the mesh gives zero unless both $m_i=Nl_i$. Hence
\begin{equation}
\rho_{\rm mesh}=\sum_{l_1,l_2}e^{2\pi i(l_1s_1+l_2s_2)}\,\rho_{N(l_1\mathbf a_1+l_2\mathbf a_2)} .
\end{equation}
The term $l_1=l_2=0$ is the wanted result; the rest is error. When the density matrix decays fast, the six nearest images dominate. The mirror $y\to-y$ forbids off-diagonal elements for the image at $N\mathbf a_1$, so its block is $\alpha+\beta\tau(0^\circ)$; the others are its rotated copies $\alpha+\beta\tau(\varphi)$. Their phases are all $+1$ for $s=0$, and $-1,+1,-1$ for the half shift. The sum is the one behind Eq.~\eqref{eq:M}, with $v,w$ replaced by $\alpha,\beta$:
\begin{align}
\text{centred on }\Gamma:&\quad \rho_{\rm mesh}-\rho_0\simeq 6\alpha,\\
\text{half-shifted}:&\quad \rho_{\rm mesh}-\rho_0\simeq -2\alpha+4\beta\,\tau(60^\circ).
\end{align}

Here is the true part of the belief. At this order, and at fixed chemical potential, the shift cuts the scalar error by a factor of three. The price is an anisotropy $|\delta|=8|\beta|$. A case with $N=10$, a broad smearing of 0.5 eV and $\mu=0.2$ eV gives scalar errors per orbital of $-2.39\times10^{-6}$ (centred) and $0.80\times10^{-6}$ (shifted). The anisotropy of the shifted mesh is $3.50\times10^{-6}$, both from the direct sum and from $8|\beta|$. This is the difference of the two eigenvalues: each is displaced by $\pm1.75\times10^{-6}$ on top of the scalar error. The total error is thus of similar size on the two meshes, but only the shifted one breaks the symmetry.

At nonzero smearing $f(H(\mathbf k))$ is a smooth, analytic function of $\mathbf k$, so its Fourier coefficients decay exponentially at large distance. The artefact therefore disappears as $N$ grows, though not steadily: $\beta$ oscillates with distance, so $\delta$ changes sign and can rise again from one $N$ to a larger one.

\section{From density to spectrum}

An uneven mesh does not by itself split a level. At $\Gamma$ the fixed Hamiltonian is $6v+2V_c$ times the unit matrix, whichever mesh is used elsewhere. The damage needs feedback. In a mean-field model let the traceless density produce the potential
\begin{equation}
V=-U\left(\rho-\tfrac12\operatorname{Tr}\rho\right)=-\frac{U\delta}{2}\,\tau(60^\circ).
\end{equation}
The eigenvalues of $\tau$ are $\pm1$, so the doublet at $\Gamma$ splits by $\Delta=U|\delta|$.

The splitting also feeds itself. Apply a field $\tfrac h2\tau$, with $\tau=\tau(60^\circ)$, and let $t_{mn}$ be the elements of $\tau$ between band states of energies $E_m,E_n$ and occupations $f_m,f_n$. Since $f(H)$ commutes with $H$, the first-order change of $f(H)$ at fixed $\mu$ has elements $\tfrac h2t_{mn}F_{mn}$, where $F_{mn}=(f_m-f_n)/(E_m-E_n)$ and $F_{nn}=f_n'=df/dE$. A change $d\mu$ adds $-f_n'\,d\mu$ on the diagonal. Constant electron number requires $d\mu=\tfrac h2\langle\sum_nf_n't_{nn}\rangle/\langle\sum_nf_n'\rangle$. Taking the trace with $\tau$, $\delta$ changes by $-\chi h$, where
\begin{equation}
\chi=-\frac12\left[\Big\langle\sum_{mn}F_{mn}t_{mn}^2\Big\rangle-\frac{\langle\sum_nf_n't_{nn}\rangle^2}{\langle\sum_nf_n'\rangle}\right].
\end{equation}
The potential $V$ is such a field with $h=-U\delta$. If $\delta_0$ is the value before feedback, then $\delta=\delta_0+U\chi\delta$, or
\begin{equation}
\delta=\frac{\delta_0}{1-U\chi}.
\end{equation}
This holds for small $\delta$ and $U\chi<1$. As $U\chi$ approaches 1, a small sampling error is strongly amplified; beyond that point the symmetric state itself is unstable, and a splitting need not be an artefact. The lattice symmetry also allows a cubic term $\propto\delta^3\cos6\theta$ in the free energy, so a strongly split state can already appear somewhat below $U\chi=1$, where the symmetric state is still locally stable.

\section{The number}

Take $a=0.27$ nm, $c=0.43$ nm, the hoppings above with $V_c=0.05$ eV, $U=0.5$ eV, one electron per spin and site, and Fermi smearing of 0.1 eV. On the half-shifted $8\times8\times4$ mesh, before feedback,
\begin{equation}
\rho_{xx}=0.49672,\quad \rho_{yy}=0.50328,\quad \rho_{xy}=0.00568 .
\end{equation}
Since $\rho_{xx}-\rho_{yy}=\delta_0\cos120^\circ$, $\delta_0=0.0131$. With $\chi=0.365$ eV$^{-1}$ the feedback factor is $1/(1-0.182)=1.22$, so $\delta=0.0160$ and $\Delta=500\ \text{meV}\times0.0160=8.0$ meV. Full self-consistency gives the same value to this precision.

With four axial points and everything but $N$ held fixed, the self-consistent splitting is:
\begin{center}
\begin{tabular}{rcc}
$N$ & half-shifted (meV) & $\Gamma$-centred in plane (meV)\\
4 & 71.5 & 0.0\\
8 & 8.0 & 0.0\\
12 & 0.40 & 0.0\\
24 & 0.0015 & 0.0
\end{tabular}
\end{center}
The centred runs kept the axial half shift and started from a deliberately anisotropic density. They relaxed back to a degenerate doublet, so the splitting in the other column comes from the mesh and not from an instability of the model. An odd mesh gives no refuge: a half shift imposed on $N=7$ yields $\delta_0=0.010$.

\section{How this bears on a real metal}

The hoppings have the rough scale of a $4d$ metal, and $U$ is a round choice. The lattice constants only set the length scale: $H$ depends on $\mathbf k$ through its fractional coordinates alone, so $a$ and $c$ do not affect the results. The model describes no particular metal. Among other things, it omits the close second layer of the hcp structure. Raising the axial hopping to 0.5 eV, a crude stand-in for that coupling, changes the $N=8$ splitting from 8.0 to 0.45 meV with the four axial points used here. With such strong axial dispersion the value also depends on the number of axial points, so it shows only that the size is sensitive to the coupling. The symmetry argument carries over, because the half shift also breaks the threefold rotation, but the size must be found for each material. Occupations at 300 K instead of 0.1 eV smearing raise the splitting to 12 meV at $N=8$ and to 0.2 meV at $N=24$.

Spin--orbit coupling, with a rough constant $\xi=100$ meV, splits the doublet genuinely. For one spin direction it adds $\pm\tfrac{\xi}{2}\sigma_y$, where $\sigma_y$ is the Pauli matrix in the orbital pair. Let only the real part of $\rho$, which is its spin average, enter $V$; the imaginary $\sigma_y$ part of the per-spin $\rho$ would otherwise feed back too and enlarge the effective $\xi$ on any mesh. The matrix $\sigma_y$ anticommutes with $\tau(60^\circ)$, so the squared traceless Hamiltonian is $(\xi^2+\Delta^2)/4$, and the total splitting is
\begin{equation}
\sqrt{\xi^2+\Delta^2}=\sqrt{100^2+8.0^2}\ \text{meV}=100.3\ \text{meV}.
\end{equation}
An 8 meV artefact moves the level spacing by only 0.3 meV, while the false orbital anisotropy remains in the density. Spin--orbit mixing with the omitted $d$ orbitals shifts the levels by an amount of order $\xi^2$ over their separation. If that separation is comparable to the band width of about 3 eV, the shift is a few meV; closer levels would shift more.

\section{What to do instead}

For a crystal on a hexagonal lattice, with a threefold or sixfold axis and equal in-plane divisions, centre the mesh on $\Gamma$ in the plane; the axial shift may stay. If the half shift is wanted for its smaller scalar error, symmetrise the density with the full group of the crystal. At a common chemical potential this equals averaging over the three rotated meshes. Their anisotropies cancel because $\tau(0^\circ)+\tau(60^\circ)+\tau(120^\circ)=0$, while the scalar error stays at $-2\alpha$ to leading order. If symmetry must be switched off, repeat the run on a centred mesh and at larger $N$, each time starting from a deliberately uneven density. On a centred mesh a symmetric start can stay symmetric even when the symmetric state is unstable, and would then hide a real splitting. A splitting that vanishes in both belongs to the sampling; one that persists in both calls for a physical explanation, and for a comparison of its energy with that of the symmetric state, since it may be only metastable. A coarse centred mesh keeps the symmetry but can overestimate $\chi$, so a splitting found on it alone must still be checked at larger $N$. The numerical output below gives the remaining mesh sizes.

\section*{Computed values}
\begin{verbatim}
lattice constants a, c: 0.27, 0.43 nm
hopping along, across bond, axial: 0.5, -0.1, 0.05 eV
U: 0.5 eV; smearing: 0.1 eV; electrons per spin: 1.0
band width: 2.941 eV
in-plane k step, N=8: 3.359 1/nm
nearest image distance, N=8: 2.16 nm
points in 8x8x4 mesh: 256; kept by 60 deg turn: 0
C3-invariant shifts (twelfths of a step): [(0, 0), (4, 4), (8, 8)]
C6-invariant shifts (twelfths of a step): [(0, 0)]
chemical potential, half-shifted N=8: 0.2347 eV
rho_xx, rho_yy, rho_xy, half-shifted N=8: 0.49672, 0.50328, 0.00568
delta before feedback, half shift on odd N=7: 0.01003
image test: N=10, smearing 0.5 eV, mu 0.2 eV
  alpha, beta: -3.978e-07, -4.373e-07
  scalar error, Gamma-centred: -2.387e-06
  scalar error, half-shifted: 7.958e-07
  delta direct, half-shifted: 3.498e-06
  delta from 8|beta|: 3.498e-06
self-consistent Gamma-doublet splitting (meV):
  N= 4: half-shifted 71.4651, Gamma-centred 0.0000
  N= 6: half-shifted 18.9022, Gamma-centred 0.0000
  N= 8: half-shifted 8.0205, Gamma-centred 0.0000
  N=12: half-shifted 0.3989, Gamma-centred 0.0000
  N=16: half-shifted 0.1248, Gamma-centred 0.0000
  N=24: half-shifted 0.0015, Gamma-centred 0.0000
  N=32: half-shifted 0.0004, Gamma-centred 0.0000
N=8: signed delta bare 0.013120, chi 0.3647 1/eV
  factor 1/(1-U chi) 1.2230
  delta linear 0.016046, self-consistent 0.016041
N=12: signed delta bare 0.000648, chi 0.3751 1/eV
  factor 1/(1-U chi) 1.2309
  delta linear 0.000798, self-consistent 0.000798
neglected effects, half-shifted N=8 unless stated:
  spin-orbit constant (rough): 100 meV
  artefact with spin-orbit: 8.0014 meV
  total splitting with spin-orbit: 100.3196 meV
  other-orbital mixing, order XI^2/width: 3.40 meV
  kT at 300 K: 25.85 meV
  splitting at 300 K: 12.1908 meV
  same, Gamma-centred N=8: 0.0000 meV
  same, half-shifted N=24: 0.2032 meV
  splitting with axial hopping 0.5 eV: 0.4500 meV
\end{verbatim}
